# Exact Transmission of a Saddle-Point Constriction and the Flatness of Conductance Plateaus

## Part II. Conductance and the quality of the plateaus

### What is carried over

The saddle has barrier frequency \(\omega_x\) along the current, confinement frequency \(\omega_y\) across it, and height \(V_0\) at its centre. At energy \(E\), transverse mode \(n=0,1,2,\dots\) has the longitudinal energy \(e_n=E-V_0-\hbar\omega_y(n+\frac12)\), measured from the barrier top. Part I showed that the modes do not mix and that

\[
T_n=F\!\left(\frac{e_n}{\hbar\omega_x}\right),\qquad F(z)=\frac1{1+e^{-2\pi z}} .
\]

The distance along the current in units of \(\sqrt{\hbar/m\omega_x}\) is \(\xi\), and \(\varepsilon=2e_n/\hbar\omega_x\).

### Three limits of the transmission

*Smooth barrier.* If \(\omega_x\to0\) at fixed \(e_n\neq0\), then \(T_n\to1\) for \(e_n>0\) and \(T_n\to0\) for \(e_n<0\). This is the classical staircase with which Part I began.

*Deep tunnelling.* For \(e_n\ll-\hbar\omega_x\), the formula gives \(T_n\approx e^{-\pi|\varepsilon|}\). The semiclassical exponent is twice the integral of the decay constant \(\sqrt{|\varepsilon|-\xi^2}\) between the turning points \(\xi=\pm\sqrt{|\varepsilon|}\). That integral is the area of a half disc of radius \(\sqrt{|\varepsilon|}\), namely \(\pi|\varepsilon|/2\), so the two results agree.

*Barrier top.* At \(e_n=0\) exactly half the flux passes. More generally,

\[
F(z)+F(-z)=\frac1{1+e^{-2\pi z}}+\frac{1}{1+e^{2\pi z}}=1, \tag{4}
\]

because the second fraction equals \(e^{-2\pi z}/(1+e^{-2\pi z})\). The reflection probability at a given energy above the top equals the transmission probability at the same energy below it.

### Lemma 5: the Landauer formula

**Further assumptions.** The saddle region is joined on each side to a lead and a reservoir, and the joining regions reflect nothing. The electrons have two equivalent spin states. The left and right reservoirs fill the states that leave them according to Fermi functions \(f_L\) and \(f_R\).

Take one mode of a uniform lead of length \(\ell\). Its wave numbers are spaced by \(2\pi/\ell\), and an electron of velocity \(v\) in one of these states carries the current \(ev/\ell\), where \(e\) without an index is the elementary charge. The current carried towards the constriction, per spin state, is

\[
\frac{e}{\ell}\sum_kvf_L\to e\int\frac{dk}{2\pi}\,v f_L=\frac eh\int dE\,f_L(E),
\]

because \(v=(1/\hbar)\,dE/dk\). The velocity has cancelled against the density of states, so each mode offers the same current per unit energy. A fraction \(T_n\) of it passes. The opposite current has the same form with \(f_R\) and, by the symmetry shown in Part I, the same \(T_n\). With two spin states the net current is

\[
I=\frac{2e}{h}\int dE\sum_nT_n(E)\,[f_L(E)-f_R(E)] .
\]

For a small voltage \(U\), the two chemical potentials differ by \(eU\), and \(f_L-f_R\approx eU(-\partial f/\partial E)\). The linear conductance is therefore

\[
G=\frac{2e^2}{h}\int dE\left(-\frac{\partial f}{\partial E}\right)\sum_nT_n(E). \tag{5}
\]

At zero temperature \(-\partial f/\partial E\) is a delta function at the Fermi energy. Denoting that energy by \(E\),

\[
G=\frac{2e^2}h\,g,\qquad g=\sum_{n=0}^{\infty}T_n(E).
\]

The sum converges because \(T_n\) falls exponentially with \(n\) once \(e_n\) is negative. \(\square\)

The joining regions may mix modes, provided they do not reflect. Such mixing multiplies the matrix \(t\) of transmission amplitudes by unitary matrices on the left and on the right, and leaves \(g=\mathrm{Tr}\,t^\dagger t\) unchanged.

### Statement of the plateau theorem

Measure energy in units of the step spacing, and define the ratio of the two frequencies:

\[
u=\frac{E-V_0}{\hbar\omega_y},\qquad r=\frac{\omega_y}{\omega_x}.
\]

The thresholds \(e_n=0\) lie at \(u=n+\frac12\), where the conductance rises. The middle of the \(N\)th plateau is at \(u=N\), for \(N=1,2,\dots\)

**Theorem 2.** At zero temperature and in linear response, under the assumptions above:

(a) \(g\) depends on \(u\) and \(r\) alone.

(b) Each \(T_n\) rises from 0.1 to 0.9 over the energy interval \(\hbar\omega_x\ln 9/\pi\).

(c) At mid-plateau the conductance exceeds the integer \(N\) by

\[
g(N)-N=\sum_{k=N}^{\infty}\frac1{1+e^{2\pi r(k+1/2)}} .
\]

(d) The slope at mid-plateau is

\[
\left.\frac{dg}{du}\right|_{u=N}=\frac{\pi r}{\cosh^2(\pi r/2)}+\delta,\qquad
0<\delta<\frac{4\pi r\,e^{-3\pi r}}{1-e^{-2\pi r}} .
\]

### Proof

**(a)** Dividing \(e_n\) by \(\hbar\omega_x\) gives

\[
\frac{e_n}{\hbar\omega_x}=\frac{\hbar\omega_y}{\hbar\omega_x}\left(u-n-\tfrac12\right)=r\left(u-n-\tfrac12\right),
\]

and hence

\[
g(u)=\sum_{n=0}^\infty F\!\left(r\left(u-n-\tfrac12\right)\right).
\]

No other parameter appears.

**(b)** The condition \(F(z)=0.9\) means \(e^{-2\pi z}=1/9\), so \(z=\ln 9/2\pi\). By (4), \(F=0.1\) at the opposite value of \(z\). The distance between the two points is \(\ln 9/\pi\) in units of \(\hbar\omega_x\).

**(c)** At \(u=N\), channel \(n\) has the argument \(z_n=r(N-n-\frac12)\). Pair each of the open channels \(n=0,\dots,N-1\) with the closed channel \(n'=2N-1-n\). Then

\[
z_{n'}=r\left(N-2N+1+n-\tfrac12\right)=-r\left(N-n-\tfrac12\right)=-z_n ,
\]

and by (4) each pair contributes exactly 1. The \(N\) pairs use up the channels from 0 to \(2N-1\) and give \(N\). The channels \(n=N+k\) with \(k\ge N\) remain. Their arguments are \(-r(k+\frac12)\), and their sum is the stated excess.

**(d)** Differentiating \(F\) gives

\[
F'(z)=\frac{2\pi e^{-2\pi z}}{(1+e^{-2\pi z})^2}=\frac{2\pi}{(e^{\pi z}+e^{-\pi z})^2}=\frac{\pi}{2\cosh^2\pi z}.
\]

By the chain rule,

\[
\frac{dg}{du}=\sum_n\frac{\pi r}{2\cosh^2\!\left[\pi r\left(u-n-\frac12\right)\right]} . \tag{6}
\]

At \(u=N\) the channels \(n=N-1\) and \(n=N\) have arguments \(\pm\pi r/2\). Each contributes half of \(\pi r/\cosh^2(\pi r/2)\). All other terms are positive, so \(\delta>0\). To bound them, use \(\cosh^2q>\frac14e^{2|q|}\), which makes each term smaller than \(2\pi r\,e^{-2\pi r(k+1/2)}\), where \(k+\frac12\) is the distance of its threshold from \(u=N\). There are at most two terms for each \(k\ge1\), and therefore

\[
\delta<4\pi r\sum_{k=1}^\infty e^{-2\pi r(k+1/2)}=\frac{4\pi r\,e^{-3\pi r}}{1-e^{-2\pi r}} .\qquad\blacksquare
\]

### What the theorem says about plateau quality

Part (b) compares two lengths on the energy axis. The riser has a width proportional to \(\hbar\omega_x\), while successive risers are \(\hbar\omega_y\) apart. Their ratio is \(\ln 9/(\pi r)\approx0.70/r\). A long, smooth barrier with tight lateral confinement has a large \(r\) and gives well separated steps.

Part (d) makes this quantitative. For large \(r\), \(\cosh^2(\pi r/2)\approx\frac14e^{\pi r}\), and the slope at mid-plateau becomes

\[
\left.\frac{dg}{du}\right|_{u=N}\approx4\pi r\,e^{-\pi r}.
\]

Apart from the factor \(r\), each unit added to \(\omega_y/\omega_x\) flattens the plateau by \(e^{\pi}\approx23\). At the centre of a riser, the channel that is opening contributes \(\pi r/2\) to (6), so the riser steepens as the plateau flattens. The computed slopes, from the full sum (6), are:

| \(r\) | plateau, \(u=2\) | riser, \(u=1.5\) |
|---|---|---|
| 0.5 | 0.952 | 1.041 |
| 1 | 0.500 | 1.594 |
| 2 | 0.0468 | 3.142 |
| 3 | 0.00304 | 4.712 |
| 5 | 0.0000095 | 7.854 |

At \(r=0.5\) the two slopes differ by less than a tenth, and the staircase has almost become a straight line. At \(r=1\) there is a visible modulation but no flat part. At \(r=3\) the slope at mid-plateau is about 0.00065 of the slope on the riser.

The straight line can be understood from (6). Let \(r\to0\) while \(ru\to\infty\), so that many channels are open. The sum over \(n\) is then a Riemann sum with spacing \(r\) in the variable \(z\), and

\[
\frac{dg}{du}\to\int_{-\infty}^{\infty}F'(z)\,dz=F(\infty)-F(-\infty)=1 .
\]

The conductance grows by one unit for each spacing \(\hbar\omega_y\), without steps.

**In the ideal saddle, height is a poor measure of quality.** By part (c), when \(e^{-2\pi r}\) is small the excess is close to its leading term \(e^{-\pi r(2N+1)}\). It can be small even where no plateau exists. For \(r=0.5\) and \(N=1\), the leading term is 0.0090, and direct integration of the wave equation gives 0.0093. The conductance at the nominal centre of the first plateau is thus within one per cent of an integer, although the steps are almost washed out. The reason is the pairing in the proof: what the open channels lose by reflection, the closed ones supply by tunnelling. The slopes of paired channels are both positive and cannot cancel. Within the ideal saddle, flatness is therefore the property by which to judge a plateau. The pairing rests on (4), that is, on the parabolic barrier and on joins that do not reflect. Where something else reflects, a plateau can be flat and still lie below the integer, so in a device both height and slope must be examined.

### Temperature as a second parameter

At temperature \(\Theta\), formula (5) averages \(g\) over the thermal weight \(-\partial f/\partial E\). This weight and the derivative of the transmission have the same shape:

\[
\frac{dT_n}{dE}=\frac{\alpha}{4\cosh^2(\alpha e_n/2)},\qquad
-\frac{\partial f}{\partial E}=\frac{\beta}{4\cosh^2[\beta(E-E_F)/2]},
\]

with \(\alpha=2\pi/\hbar\omega_x\) and \(\beta=1/k\Theta\), where \(k\) is now Boltzmann's constant and \(E_F\) the chemical potential. Tunnelling rounds a step just as a temperature \(\hbar\omega_x/2\pi k\) would round a sharp one.

When both act, the slope due to one channel is the convolution of the two bells, taken at the distance \(d\) of \(E_F\) from the threshold. Since \(1/(4\cosh^2(q/2))\) lies between \(\frac14e^{-|q|}\) and \(e^{-|q|}\), the convolution lies between \(\frac1{16}\) and 1 times

\[
\alpha\beta\int_{-\infty}^\infty e^{-\alpha|q|}e^{-\beta|d-q|}dq
=2\alpha\beta\,\frac{\alpha e^{-\beta d}-\beta e^{-\alpha d}}{\alpha^2-\beta^2}\qquad(\alpha\neq\beta).
\]

The integral follows by splitting the range at \(q=0\) and \(q=d\). Far from the threshold the slower exponential wins. If \(k\Theta>\hbar\omega_x/2\pi\), then \(\beta<\alpha\), and temperature sets the rate at which the slope falls with \(d\). Tunnelling still enters the prefactor: for large \(d\) it multiplies the purely thermal slope by \(\pi s/\sin\pi s\) with \(s=\beta/\alpha\), a large factor when \(k\Theta\) only slightly exceeds \(\hbar\omega_x/2\pi\). The statement that \(\omega_y/\omega_x\) alone sets the plateau quality therefore belongs to zero temperature; in general \(k\Theta/\hbar\omega_x\) enters as well.

### Worked example

Take the round model parameters \(\hbar\omega_x=1\) meV and \(\hbar\omega_y=3\) meV, so \(r=3\), and set \(E-V_0=5\) meV. The longitudinal energies are

\[
e_0=5-1.5=3.5\ \text{meV},\qquad e_1=5-4.5=0.5\ \text{meV},\qquad e_2=5-7.5=-2.5\ \text{meV}.
\]

The lowest mode is open, with a reflection probability of \(2.8\times10^{-10}\). The second lies just above its threshold:

\[
T_1=\frac1{1+e^{-2\pi\times0.5}}=\frac{1}{1+e^{-\pi}}=0.9586 .
\]

The third contributes \(T_2=1.5\times10^{-7}\), and higher modes still less. The sum is \(g=1.9586\). With \(2e^2/h=77.481\) microsiemens,

\[
G=1.9586\times77.481\ \text{microsiemens}=151.75\ \text{microsiemens}.
\]

The energy chosen lies on the shoulder of the second riser, at \(u=5/3\). The riser is 0.70 meV wide between 10 and 90 per cent, against a spacing of 3 meV. At the centre of the second plateau, \(E-V_0=6\) meV, the slope \(dg/du\) is 0.0030 at zero temperature.

The temperature equivalent to the tunnelling width is \(\hbar\omega_x/2\pi k=1.85\) K. At 2 K, where \(k\Theta=0.172\) meV, the slope at the same point is 0.030, ten times its value at zero temperature. Sharp steps rounded by this temperature alone would give 0.0058, so here the two roundings act together. A modest temperature thus spoils much of the flatness that the geometry would allow, though 0.030 is still far below the average slope of about one unit of \(g\) per unit of \(u\), which the riser must then exceed.

### Where the result fails

*Finite quadratic region.* The mass does not enter \(T_n\), but it sets the length over which the potential must be quadratic. For a mass of 0.07 electron masses, \(\sqrt{\hbar/m\omega_x}=33\) nm. The numerical check includes a two-dimensional lattice saddle that is quadratic out to five such lengths on each side of the centre and then levels off, with continuous slope but a jump in curvature at the join, into flat leads \(20\,\hbar\omega_x\) below the top. In the example that depth is 20 meV, about twice the Fermi energy of a two-dimensional electron gas with this mass at a density of \(3\times10^{11}\) cm\(^{-2}\), so the barrier in such a device would be quadratic over a shorter range. For the parameters of the example it gives \(g=1.9585\), against 1.9586 from the formula. For \(r=1\) and \(E-V_0=1.7\,\hbar\omega_x\) it gives 1.78415 against 1.78445. In these two cases the model leads, which keep the potential a function of \(x\) plus a function of \(y\), change \(g\) by less than 0.001; the comparison does not probe the small tunnelling tails discussed next. An abrupt junction could reflect waves, contrary to the assumption of Lemma 5.

*Energies far from the barrier top.* In deep tunnelling the exponent depends on the potential all the way to the turning points, at the distance \(\sqrt{|\varepsilon|}\) in scaled units. Where the barrier is no longer quadratic at that distance, the exponential tail of \(T_n\) changes, and with it the small slope of a very flat plateau. The other half of the leading slope in part (d) comes from the last open channel, through its exponentially small reflection. A weak reflection from the joining regions, too small to show in \(g\), can match or exceed that value even when the barrier is quadratic well beyond the turning points. The smallest slopes in the table, and the reflection \(2.8\times10^{-10}\) in the example, therefore belong to the ideal saddle with reflectionless joins.

*Coupling between the directions.* Lemma 1 needs a potential that is a function of \(x\) plus a function of \(y\). If the confinement frequency varies along the channel, the transverse functions depend on \(x\) and the modes can mix. A magnetic field perpendicular to the plane also couples the two motions, and the derivation does not then apply as it stands.

*Interactions and finite voltage.* The theorem treats independent electrons in a fixed potential. At a voltage for which \(eU\) is comparable with \(\hbar\omega_x\), the transmission near a riser varies across the energy window between the reservoirs, and the linear formula (5) can fail unless \(k\Theta\) is much larger than \(eU\). The integral for \(I\) from which it came remains valid for the fixed potential assumed here.

## Calculated quantities

```
Wave equation integrated directly (e in units of hbar wx):
  e = -1.00: T numerical 0.001864, formula 0.001864
  e = -0.30: T numerical 0.131821, formula 0.131821
  e =  0.00: T numerical 0.499999, formula 0.500000
  e =  0.20: T numerical 0.778444, formula 0.778447
  e =  0.70: T numerical 0.987851, formula 0.987850
2D lattice saddle with flat leads (energy in units of hbar wx):
  r = 3, E-V0 = 5.0: g lattice 1.95850, formula 1.95858, largest mode mixing 4.5e-29
  r = 1, E-V0 = 1.7: g lattice 1.78415, formula 1.78445, largest mode mixing 1.6e-28
Example: hbar wx = 1.0 meV, hbar wy = 3.0 meV, r = 3.0
  E - V0 = 5.0 meV, mass = 0.07 electron masses
  n = 0: e_n =  3.50 meV, T_n = 1, 1-T_n = 2.814e-10
  n = 1: e_n =  0.50 meV, T_n = 0.958576, 1-T_n = 0.04142
  n = 2: e_n = -2.50 meV, T_n = 1.50702e-07, 1-T_n = 1
  n = 3: e_n = -5.50 meV, T_n = 9.81432e-16, 1-T_n = 1
  g = G/(2e^2/h) = 1.95858
  2e^2/h = 77.4809 microsiemens
  G = 151.75 microsiemens
  10-90 percent riser width = 0.6994 meV
  length sqrt(hbar/(m wx)) = 32.99 nm
  hbar wx/(2 pi k) = 1.847 K
  kT at 2.0 K = 0.1723 meV
  slope dg/du at u = 2, zero temperature: 0.00304
  slope dg/du at u = 2, 2.0 K: 0.03023
Slope dg/du, u = (E-V0)/(hbar wy), zero temperature:
  r    mid-plateau u=2   two-channel form   4 pi r exp(-pi r)   riser u=1.5
  0.5  9.5197e-01        8.9525e-01         1.3061e+00          1.0410
  1.0  5.0000e-01        4.9898e-01         5.4304e-01          1.5942
  2.0  4.6759e-02        4.6759e-02         4.6934e-02          3.1417
  3.0  3.0418e-03        3.0418e-03         3.0423e-03          4.7124
  4.0  1.7529e-04        1.7529e-04         1.7529e-04          6.2832
  5.0  9.4689e-06        9.4689e-06         9.4689e-06          7.8540
  from wave equation, r = 1, u = 2: slope 0.50025
  from wave equation, r = 2, u = 2: slope 0.04688
Height excess g-1 at u = 1, r = 0.5: wave equation 0.00931, leading exponential 0.00898
```
